\section*{The Scissors-Corrected Permittivity: Spectrum, Static Value and Sum Rule}

\section*{The problem}

The thickness of a semiconductor film can be inferred from an optical path. If the refractive index used is a calculated one, its error becomes an error in thickness. A band calculation that underestimates the gap can be repaired by raising all empty bands by one constant energy. This problem works out what that repair does to the permittivity.

Consider a crystal of volume $\Omega$ at zero temperature, with filled bands $v$, empty bands $c$ and a gap between them. Electrons are independent, each band state holds two spins, and local fields are neglected. With $H_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}$ acting on cell-periodic functions, let $P_v$ and $P_c=1-P_v$ project on the filled and empty states at $\mathbf k$. The scissors-corrected Hamiltonian is
\begin{equation}
H^S_{\mathbf k}=H_{\mathbf k}+\Delta P_c(\mathbf k),\qquad \Delta>0,
\end{equation}
with $\Delta$ the same for all bands and all $\mathbf k$. Gaussian units are used and the electron charge is $-e$. The field points along $x$, and $\partial$ means $\partial/\partial k_x$. A uniform vector potential $A$ replaces $\mathbf k$ by $\mathbf k+e\mathbf A/\hbar c$ everywhere in the Hamiltonian, including in $P_c$. The velocity operator is therefore $\hbar^{-1}\partial H_{\mathbf k}$ before the correction and $\hbar^{-1}\partial H^S_{\mathbf k}$ after it. Write $E_{cv}=E_c-E_v$.

\section*{(a) Velocity matrix elements}

\textit{Find the velocity matrix elements between filled and empty states after the correction.}

\medskip
\textbf{Solution.} Since $P_c$ commutes with $H_{\mathbf k}$, the eigenstates are unchanged and each transition energy becomes $E_{cv}+\Delta$. The velocity also needs $\langle c|\partial P_c|v\rangle$. Differentiate $[H_{\mathbf k},P_v]=0$:
\begin{equation}
[\partial H,P_v]+[H,\partial P_v]=0 .
\end{equation}
Take the element between $\langle c|$ and $|v\rangle$. Because $P_v|v\rangle=|v\rangle$ and $\langle c|P_v=0$, the first commutator gives $\langle c|\partial H|v\rangle$. The second gives $E_{cv}\langle c|\partial P_v|v\rangle$. Hence
\begin{equation}
\langle c|\partial P_v|v\rangle=-\frac{\langle c|\partial H|v\rangle}{E_{cv}},\qquad
\langle c|\partial P_c|v\rangle=+\frac{\langle c|\partial H|v\rangle}{E_{cv}},
\end{equation}
and the corrected velocity is
\begin{equation}
v^S_{cv}=\frac1\hbar\langle c|\partial H+\Delta\,\partial P_c|v\rangle
=v_{cv}\,\frac{E_{cv}+\Delta}{E_{cv}} .
\label{vel}
\end{equation}
Define the interband position element $x_{cv}=i\langle c|\partial P_v|v\rangle$. Its modulus is
\begin{equation}
|x_{cv}|=\frac{\hbar|v_{cv}|}{E_{cv}}=\frac{\hbar|v^S_{cv}|}{E_{cv}+\Delta}.
\label{pos}
\end{equation}
It depends on the states alone, so the correction leaves it unchanged. The velocity grows because the same dipole oscillates at a higher frequency.

Equation~(\ref{vel}) was tested on the three-dimensional crystal of part (f), by differentiating $H^S_{\mathbf k}$ numerically at a general $\mathbf k$. For a transition with $E_{cv}=4.633$ eV and $\Delta=0.6$ eV the velocity ratio was 1.12949, and the formula gives $1+0.6/4.633=1.1295$.

\section*{(b) The absorption spectrum}

\textit{Apply a sudden step of the vector potential, find the current, and deduce how the imaginary permittivity $\varepsilon_2$ changes.}

\medskip
\textbf{Solution.} Let $A$ jump from 0 to $A_0$ at $t=0$. Since $E=-c^{-1}dA/dt$, the field is an impulse of area $\mathcal E=-A_0/c$, and every $k_x$ moves by $\kappa=eA_0/\hbar c=-e\mathcal E/\hbar$. The filled states have no time to change during the step. In terms of operators at the new wave vector, the density operator just after it is, to first order in $\kappa$,
\begin{equation}
\rho(0^+)=P_v(\mathbf k)=P_v-\kappa\,\partial P_v .
\end{equation}
Differentiating $P_v^2=P_v$ gives $\partial P_v=(\partial P_v)P_v+P_v\,\partial P_v$. Placing this between two factors $P_v$ gives $P_v(\partial P_v)P_v=2P_v(\partial P_v)P_v=0$. Placing it between two factors $P_c$ also gives zero, because $P_cP_v=0$. So $\partial P_v$ connects filled states with empty ones and nothing else. Under the new Hamiltonian its elements rotate at frequencies $\pm E_{cv}/\hbar$, while $P_v$ stays constant:
\begin{align}
\mathrm{Tr}[\rho(t)\,\partial H]
&=\mathrm{Tr}[P_v\,\partial H]-\kappa\sum_{cv}\left[\langle v|\partial H|c\rangle\langle c|\partial P_v|v\rangle e^{-iE_{cv}t/\hbar}+\text{c.c.}\right]\nonumber\\
&=\partial\sum_vE_v+2\kappa\sum_{cv}E_{cv}|x_{cv}|^2\cos\frac{E_{cv}t}{\hbar}.
\label{trace}
\end{align}
The last line uses part (a), which makes each product equal to $-E_{cv}|x_{cv}|^2$. It also uses $\mathrm{Tr}[H\,\partial P_v]=0$, which holds because $H$ has no elements between filled and empty states. Summed over the Brillouin zone, the derivative of the periodic function $\sum_vE_v$ vanishes.

From here on, sums include $\mathbf k$. The current density is $-2e/(\hbar\Omega)$ times (\ref{trace}), the 2 being for spin. With $\kappa=-e\mathcal E/\hbar$, the current per unit impulse is
\begin{equation}
\sigma(t)=\frac{j(t)}{\mathcal E}=\frac{4e^2}{\hbar^2\Omega}\sum_{\mathbf k cv}E_{cv}|x_{cv}|^2\cos\frac{E_{cv}t}{\hbar},\qquad t>0 .
\label{sigma}
\end{equation}
The conductivity is $\sigma(\omega)=\int_0^\infty\sigma(t)e^{i\omega t}dt$. For $\omega>0$ each cosine contributes $(\pi/2)\,\delta(\omega-E_{cv}/\hbar)$ to its real part. Use $\varepsilon=1+4\pi i\sigma/\omega$ and $\delta(\omega-E_{cv}/\hbar)=\hbar\,\delta(\hbar\omega-E_{cv})$. At the resonance $E_{cv}/\omega=\hbar$, so
\begin{equation}
\varepsilon_2(\omega)=\frac{4\pi\,\mathrm{Re}\,\sigma}{\omega}
=\frac{8\pi^2e^2}{\Omega}\sum_{\mathbf k cv}|x_{cv}|^2\,\delta(\hbar\omega-E_{cv}).
\label{eps2}
\end{equation}
The derivation used only properties shared by $H$ and $H^S$. The correction therefore replaces $E_{cv}$ by $E_{cv}+\Delta$ and keeps $x_{cv}$:
\begin{equation}
\boxed{\varepsilon_2^S(\omega)=\varepsilon_2(\omega-\Delta/\hbar)},\qquad \omega>0,
\label{shift}
\end{equation}
where the right side is taken as zero when its argument is negative. The spectrum moves rigidly and keeps its height. As $\varepsilon_2$ is odd in $\omega$, the negative-frequency branch moves the opposite way.

This was tested in a one-dimensional crystal with $\hbar=m=1$, potential $0.4\cos x$, one filled band and $\Delta=0.3$. The states were propagated in time under $H^S$ after a small step. The current per electron and per unit $\kappa$ was 1.66224, 1.19277, $-1.02584$ and 0.70025 at $t=0$, 1, 3 and 7. The uncorrected spectrum, moved by $\Delta$, gave the same numbers to all printed digits.

\section*{(c) The static permittivity}

\textit{Find the change of the static electronic permittivity, with ions held fixed, and bound it from both sides.}

\medskip
\textbf{Solution.} An insulator has no pole at zero frequency, so the Kramers--Kronig relation, with $E=\hbar\omega$, reads
\begin{equation}
\varepsilon(0)-1=\frac2\pi\int_0^\infty\frac{\varepsilon_2(E)}{E}\,dE .
\end{equation}
Insert (\ref{shift}) and rename $E-\Delta$ as $E$:
\begin{equation}
\varepsilon^S(0)-1=\frac2\pi\int_0^\infty\frac{\varepsilon_2(E)}{E+\Delta}\,dE .
\label{static}
\end{equation}
Subtracting,
\begin{equation}
\varepsilon^S(0)-\varepsilon(0)=-\frac{2\Delta}{\pi}\int_0^\infty\frac{\varepsilon_2(E)}{E(E+\Delta)}\,dE<0 .
\end{equation}
The static value falls because stiffer transitions polarise less.

The ratio $R=[\varepsilon^S(0)-1]/[\varepsilon(0)-1]$ is the average of $f(E)=E/(E+\Delta)$ with the positive weight $\varepsilon_2/E$. As $f$ increases with $E$, the average is at least $f(E_{\min})$, where $E_{\min}$ is the smallest direct gap. As $f''=-2\Delta/(E+\Delta)^3<0$, the average of $f$ is at most $f$ at the average energy:
\begin{equation}
\frac{E_{\min}}{E_{\min}+\Delta}\le R\le\frac{\bar E}{\bar E+\Delta},\qquad
\bar E=\frac{\int\varepsilon_2\,dE}{\int(\varepsilon_2/E)\,dE}.
\label{bounds}
\end{equation}
For $\Delta\ll E_{\min}$ the fall is linear in $\Delta$, with slope $-(2/\pi)\int\varepsilon_2E^{-2}dE$. For $\Delta$ far above the absorbing range, (\ref{static}) tends to $(2/\pi\Delta)\int\varepsilon_2\,dE$.

By (\ref{eps2}), the static response is proportional to $\sum|x_{cv}|^2/(E_{cv}+\Delta)$. In the one-dimensional crystal this sum, per $\mathbf k$ point, is 2.5082 without the shift and 1.4830 with it. A separate calculation diagonalised long supercells of 20 and 40 cells in a weak, slowly varying cosine potential and extrapolated the density response to infinite wavelength. It gave the same two values.

\section*{(d) The f-sum}

\textit{Evaluate $\int_0^\infty\omega\,\varepsilon_2\,d\omega$ before and after the correction, for a local crystal potential, and explain the difference.}

\medskip
\textbf{Solution.} The uncorrected value follows from the current at $t=0^+$, computed directly. The states are still those at $\mathbf k$, and the velocity operator has become $\hbar^{-1}(\partial H+\kappa\,\partial^2H)$. The first term sums to zero over the zone, as in (b). For a local potential $\mathbf k$ enters through the kinetic energy alone, so $\partial^2H=\hbar^2/m$. Comparison with (\ref{trace}) at $t=0$ gives
\begin{equation}
2\sum_{\mathbf k cv}E_{cv}|x_{cv}|^2=\mathrm{Tr}[P_v\,\partial^2H]=\frac{n\Omega}{2}\,\frac{\hbar^2}{m},
\label{trk}
\end{equation}
where $n$ is the electron density, $n\Omega/2$ counts filled orbitals, and the trace includes the sum over $\mathbf k$. Since $\int\omega\,\delta(\hbar\omega-E_{cv})\,d\omega=E_{cv}/\hbar^2$,
\begin{equation}
\int_0^\infty\omega\varepsilon_2\,d\omega=\frac{8\pi^2e^2}{\hbar^2\Omega}\,\frac{n\Omega\hbar^2}{4m}
=\frac{2\pi^2ne^2}{m}=\frac\pi2\omega_p^2,\qquad \omega_p^2=\frac{4\pi ne^2}{m}.
\end{equation}
After the correction, (\ref{shift}) gives
\begin{equation}
\boxed{\int_0^\infty\omega\,\varepsilon_2^S\,d\omega=\frac\pi2\omega_p^2+\frac\Delta\hbar\int_0^\infty\varepsilon_2\,d\omega}.
\label{fsum}
\end{equation}
The added term is positive. To find its origin, repeat the direct calculation with $H^S$, whose second derivative contains the extra piece $\Delta\,\partial^2P_c=-\Delta\,\partial^2P_v$. Differentiating $P_v^2=P_v$ twice, multiplying by $P_v$ and taking the trace gives
\begin{equation}
\mathrm{Tr}[P_v\partial^2P_v]=2\,\mathrm{Tr}[P_v\partial^2P_v]+2\,\mathrm{Tr}[P_v(\partial P_v)^2],
\end{equation}
so that
\begin{equation}
\mathrm{Tr}[P_v\,\partial^2P_c]=2\,\mathrm{Tr}[P_v(\partial P_v)^2]=2\sum|x_{cv}|^2 .
\end{equation}
Thus the right side of (\ref{trk}) grows by $2\Delta\sum|x_{cv}|^2$, exactly what replacing $E_{cv}$ by $E_{cv}+\Delta$ adds on the left. The excess comes from the nonlocality of $P_c$, which lets the vector potential act on more than the kinetic energy. No electrons have been added. At one general $\mathbf k$ of the three-dimensional crystal, numerical second differentiation of $P_c$ gave 8.0687 for the trace and the sum gave 8.0686, in units of $(a/2\pi)^2$. In one dimension the initial current was 1.00000 without the shift and 1.66224 with it.

In a nonrelativistic many-electron Hamiltonian whose potentials depend on positions alone, the same step argument returns $ne^2/m$ for the initial current. The excess is therefore a defect of the scissors model. It appears in the high-frequency tail $\varepsilon\simeq1-(2/\pi\omega^2)\int\omega'\varepsilon_2\,d\omega'$, which lies too far below 1. Rescaling $\varepsilon_2^S$ to restore the sum would lower the whole spectrum and spoil (\ref{shift}).

\section*{(e) Two departures}

\textit{What changes if the energies are shifted but the old velocities are kept? What if the bands are also stretched?}

\medskip
\textbf{Solution.} By (b), the weight of a transition in $\varepsilon_2$ is its squared velocity element times $\hbar^2$, divided by its squared energy. With old velocities and new energies the weight becomes
\begin{equation}
\frac{\hbar^2|v_{cv}|^2}{(E_{cv}+\Delta)^2}=|x_{cv}|^2\left(\frac{E_{cv}}{E_{cv}+\Delta}\right)^2 ,
\end{equation}
which is too small, most of all near the gap. The static value falls below the consistent one. The f-sum is now proportional to $\sum|x_{cv}|^2E_{cv}^2/(E_{cv}+\Delta)$, which is less than $\sum|x_{cv}|^2E_{cv}$. Its error has changed sign.

For the stretch, let transition energies become $E'=E_{cv}+\Delta+s(E_{cv}-E_g)$, with $E_g$ the uncorrected gap between band edges. The states are unchanged, the Hamiltonian still commutes with $P_v$, and part (a) again leaves $x_{cv}$ unchanged. Changing variable in the delta function gives
\begin{equation}
\varepsilon_2'(E')=\frac{1}{1+s}\,\varepsilon_2\!\left(\frac{E'-\Delta+sE_g}{1+s}\right).
\end{equation}
For $s>0$ the spectrum is wider and lower, so the shift is no longer rigid.

\section*{(f) A silicon-like film}

\textit{Evaluate the results for a diamond-lattice crystal and find the effect on an inferred film thickness.}

\medskip
\textbf{Solution.} The lattice constant is $a=0.54$ nm and $\Delta=0.6$ eV. The local pseudopotential has form factors $-3.0$, 0.5 and 1.0 eV at squared reciprocal vectors 3, 8 and 11, in units of $(2\pi/a)^2$. These are round numbers in the rough regime of silicon. The indirect gap rises from 0.79 to 1.39 eV.

\textit{Spectrum.} With a Gaussian broadening of 0.15 eV, the main peak of $\varepsilon_2$ moves from 4.22 to 4.83 eV, which is 0.6 eV within the 0.01 eV sampling, and its height stays at 47. Old velocities give 36, in line with $47\times(4.22/4.82)^2=36$. The height itself is less certain: a coarser $\mathbf k$ mesh (16 points per cube edge instead of 24) lowers it by 5.5, and finer ones (36 and 44 points) lower it by about 0.8 and 1.0, so the converged height is nearer 46.

\textit{Static value.} The permittivity falls from 11.98 to 10.67, so $R=9.67/10.98=0.881$. With $E_{\min}=2.917$ eV, the smallest direct gap on the $\mathbf k$ mesh used for the sums, and $\bar E=4.736$ eV, the bounds (\ref{bounds}) are $2.917/3.517=0.829$ and $4.736/5.336=0.888$. Old velocities give 8.51, a fall 2.6 times the consistent one. Coarsening the mesh changes the corrected value by 0.01, and raising the plane-wave cutoff from 124 to 186 eV raises it, and the uncorrected value, by about 0.014.

\textit{Sum rule.} In energy units the uncorrected integral is 439.2 eV$^2$, within 0.3\,\% of the 440.2 eV$^2$ set by the density of eight valence electrons per cell. The area $\int\varepsilon_2\,dE$ is 81.69 eV, so the corrected integral is $439.2+0.6\times81.69=488.2$ eV$^2$, an excess of 11\,\% over the uncorrected one. Old velocities give 395.6 eV$^2$, which is 10\,\% below it. Raising the cutoff from 124 to 186 eV adds about 1.0 eV$^2$ to the uncorrected integral, the size of its shortfall, and about 0.15 eV to the area, so the last digits of these integrals are not converged.

\textit{Thickness.} At a photon energy of 0.8 eV, below the direct gap, the index is the square root of $1+(2/\pi)\int E'\varepsilon_2(E')/(E'^2-E^2)\,dE'$. It falls from 3.519 to 3.306; the higher cutoff raises both values by about 0.002, which lowers each thickness below by less than 0.1 nm. For a fixed optical path of 400 nm the inferred thickness rises from $400/3.519=113.7$ nm to $400/3.306=121.0$ nm, or by 6\,\%.

\textit{Neglected effects.} Each was evaluated separately on the corrected static value, and the changes need not add.
\begin{itemize}
\item Local fields, from the inverse of the dielectric matrix, change it by about $-1.0$. Fewer reciprocal vectors give $-0.85$ and more give $-1.07$; with the $\mathbf k$ mesh also coarse, the value is uncertain by about 0.1.
\item Electron--hole attraction is represented by a long-range kernel $-\alpha/q^2$ with a rough $\alpha=0.2$. The polarisation $P$ then obeys $P=\chi(E+\alpha P)$ with $4\pi\chi=9.67$, so $4\pi P/E=9.67/(1-0.2\times9.67/4\pi)=11.43$, a change of $+1.8$.
\item A band stretch of $s=0.05$ changes it by $-0.34$.
\item A thermal gap reduction of 0.05 eV, a rough allowance for room temperature, changes it by $+0.10$.
\end{itemize}

\textit{Comparison with silicon.} Crystalline silicon has a static permittivity of roughly 12 and a gap of roughly 1.1 eV, so the corrected model gap is too wide. The uncorrected 11.98 lies closer to the real permittivity than the corrected 10.67, but this does not favour the uncorrected bands, because the two largest neglected effects, about $-1.0$ and $+1.8$, are comparable in size with the correction of $-1.3$ and opposite in sign to each other. Of the effects estimated here, the largest is the electron--hole attraction, which the assumption of independent electrons leaves out; its size rests on the rough $\alpha$. For a fixed optical path $d\propto\varepsilon^{-1/2}$. With $\varepsilon=3.306^2=10.9$, and with the static changes used at 0.8 eV, local fields would move the 121 nm by about $+6$ nm and the attraction by about $-9$ nm. The 7 nm shift found above is thus the effect of the scissors correction within the model, and the corrected index should not by itself calibrate a thickness gauge.

\section*{Calculated quantities}
\begin{verbatim}
1D TESTS (hbar=m=1, period 2 pi), shift = 0.3 gap = 0.3850
current at t=0: propagated 1.66224, shifted spectrum 1.66224
current at t=1: propagated 1.19277, shifted spectrum 1.19277
current at t=3: propagated -1.02584, shifted spectrum -1.02584
current at t=7: propagated 0.70025, shifted spectrum 0.70025
initial current without shift: 1.00000
static response, no shift: supercell 2.5082, formula 2.5082
static response, shifted: supercell 1.4830, formula 1.4830
3D CRYSTAL
lattice constant 0.54 nm; scissors shift 0.6 eV
form factors (squared G: eV): {3: -3.0, 8: 0.5, 11: 1.0}
plane-wave cutoff 123.8 eV; k mesh 24 per cube edge
indirect gap: 0.786 eV, corrected 1.386 eV
smallest direct gap on mesh: 2.917 eV
velocity ratio by finite difference: 1.12949
  same from energies: 1.12949 at E_cv = 4.633 eV
projector curvature: 8.0687, formula 8.0686 (a/2pi)^2
Gaussian broadening (standard deviation): 0.15 eV
eps2 peak uncorrected: 47.04 at 4.22 eV
eps2 peak corrected: 47.04 at 4.83 eV
eps2 peak, old velocities: 36.07 at 4.83 eV
peak height change, mesh 24 to 16: -5.50
static permittivity uncorrected: 11.981
static permittivity corrected: 10.669
static permittivity, old velocities: 8.514
susceptibility ratio: 0.8805, bounds 0.8294 to 0.8875
mean energy in upper bound: 4.736 eV
corrected eps change, mesh 24 to 16: 0.0099
corrected eps change, cutoff 124 to 186 eV: 0.0138
plasmon energy from density: 16.739 eV
f-sum from density: 440.15 eV^2
f-sum uncorrected: 439.17 eV^2; area of eps2: 81.69 eV
f-sum corrected: 488.18 eV^2, excess 11.16 %
f-sum, old velocities: 395.62 eV^2, change -9.92 %
index at 0.8 eV: uncorrected 3.5188, corrected 3.3061
thickness for optical path 400 nm: 113.68 nm, corrected 120.99 nm
NEGLECTED EFFECTS on corrected static permittivity
local fields: -1.004 (mesh 8), -1.066 (mesh 6)
  with fewer G vectors: -0.848
electron-hole attraction, alpha=0.2: +1.758
band stretch 5 %: -0.338
thermal gap reduction 0.05 eV: +0.097
\end{verbatim}
